# Inner reorganisation energy of ethylene: four-point scheme and Huang-Rhys sum: a program that tests the result

```python
"""Inner reorganisation energy of ethylene / ethylene cation self-exchange.

Result under test:
  lambda = [E0(R+) - E0(R0)] + [E+(R0) - E+(R+)]
is approximated by the sum of S_k * hbar*omega_k over the modes of BOTH
molecules, with a leading error that is cubic in the displacement d = R+ - R0.
  E0, E+ : neutral (RHF) and cation (UHF) energies, basis 6-31G*
  R0, R+ : relaxed planar D2h structures of neutral and cation
  S_k    : Huang-Rhys factor omega_k * dQ_k**2 / (2 hbar)
Internal units are atomic units (hbar = electron mass = 1).
"""
import numpy as np
from scipy import constants as const
from scipy.special import eval_hermite, factorial
from pyscf import gto, scf
from pyscf.hessian import rhf as rhf_hessian, uhf as uhf_hessian

pc = const.physical_constants
MEV = 1000 * pc["Hartree energy in eV"][0]
ANG = pc["Bohr radius"][0] * 1e10
AMU = const.atomic_mass / const.m_e
M_C = 12.0 * AMU
M_H = (pc["proton mass in u"][0] + pc["electron mass in u"][0]) * AMU
M_D = (pc["deuteron mass in u"][0] + pc["electron mass in u"][0]) * AMU
SYMBOLS = ["C", "C", "H", "H", "H", "H"]

# Planar structure: C at (+-a, 0, 0), H at (+-b, +-c, 0); parameters (a, b, c)
shape = np.zeros((6, 3, 3))
shape[0, 0, 0], shape[1, 0, 0] = 1, -1
for atom, (sx, sy) in enumerate([(1, 1), (1, -1), (-1, 1), (-1, -1)], start=2):
    shape[atom, 0, 1], shape[atom, 1, 2] = sx, sy
B = shape.reshape(18, 3)
last_density = {}


def run_hf(charge, xyz):
    """Converged Hartree-Fock calculation; xyz in bohr."""
    atoms = [(s, tuple(r)) for s, r in zip(SYMBOLS, np.reshape(xyz, (6, 3)))]
    mol = gto.M(atom=atoms, unit="Bohr", basis="6-31g*", charge=charge,
                spin=charge, verbose=0)
    mf = scf.UHF(mol) if charge else scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad = 1e-11, 3e-7
    mf.kernel(dm0=last_density.get(charge))
    assert mf.converged
    last_density[charge] = np.array(mf.make_rdm1())
    return mf


def relax(charge, p):
    """Quasi-Newton search for the stationary planar structure."""
    def gradient(q):
        return B.T @ run_hf(charge, B @ q).nuc_grad_method().kernel().ravel()
    g, step = gradient(p), 0.01
    curv = np.column_stack([(gradient(p + step * e) - g) / step
                            for e in np.eye(3)])
    for _ in range(20):
        dp = -np.linalg.solve(curv, g)
        p = p + dp
        g = gradient(p)
        if np.max(np.abs(g)) < 5e-6:
            return p
        curv += np.outer(g, dp) / (dp @ dp)
    raise RuntimeError("geometry not converged")


def full_hessian(mf, module):
    h = module.Hessian(mf).kernel().transpose(0, 2, 1, 3).reshape(18, 18)
    return (h + h.T) / 2


def huang_rhys(hess, m_hydrogen, d):
    """Energies, displacements and S of the totally symmetric modes."""
    root_m = np.sqrt(np.repeat([M_C] * 2 + [m_hydrogen] * 4, 3))
    w2, modes = np.linalg.eigh(hess / np.outer(root_m, root_m))
    dq = modes.T @ (root_m * d)
    span, _ = np.linalg.qr(root_m[:, None] * B)
    sym = np.sum((span.T @ modes) ** 2, axis=0) > 0.5
    assert sym.sum() == 3 and np.all(w2[sym] > 0)
    assert np.linalg.norm(dq[~sym]) < 1e-3 * np.linalg.norm(dq)
    w = np.sqrt(w2[sym])
    return w, dq[sym], w * dq[sym] ** 2 / 2


def twist(xyz, degrees):
    """Rotate the two CH2 groups by +-half the angle about the CC axis."""
    r, half = np.reshape(xyz, (6, 3)).copy(), np.radians(degrees) / 2
    y = r[:, 1].copy()
    r[:, 1], r[:, 2] = y * np.cos(half), y * np.sin(half) * np.sign(r[:, 0])
    return r.ravel()


# Relaxed structures and the four energies
p0 = relax(0, np.array([1.25, 2.33, 1.74]))
pp = relax(1, p0)
R0, Rp = B @ p0, B @ pp
d = Rp - R0
mf00, mfpp = run_hf(0, R0), run_hf(1, Rp)
mfp0 = run_hf(1, R0)
E00, Epp, Ep0 = mf00.e_tot, mfpp.e_tot, mfp0.e_tot
E0p = run_hf(0, Rp).e_tot
lam0, lamp = E0p - E00, Ep0 - Epp
lam = lam0 + lamp
assert lam0 > 0 and lamp > 0

# The unpaired electron must be in the pi system (odd under z -> -z)
for mf in (mfpp, mfp0):
    odd = [s.strip().endswith("z") for s in mf.mol.ao_labels()]
    da, db = mf.make_rdm1()
    spin_pi = np.diag((da - db) @ mf.get_ovlp())[odd].sum()
    assert abs(spin_pi - 1) < 1e-5

# Huang-Rhys analysis on each surface
H0 = full_hessian(mf00, rhf_hessian)
Hp = full_hessian(mfpp, uhf_hessian)
w0, dq0, S0 = huang_rhys(H0, M_H, d)
wp, dqp, Sp = huang_rhys(Hp, M_H, -d)
sum0, sump = S0 @ w0, Sp @ wp
assert abs(sum0 + sump - lam) < 0.10 * lam

# Curvature and cubic term along d from energies alone
t = 0.25
cubic = []
for charge, R, disp, E_min, harm, exact in (
        (0, R0, d, E00, sum0, lam0), (1, Rp, -d, Epp, sump, lamp)):
    e_plus = run_hf(charge, R + t * disp).e_tot - E_min
    e_minus = run_hf(charge, R - t * disp).e_tot - E_min
    assert abs((e_plus + e_minus) / (2 * t**2) - harm) < 0.01 * harm
    c3 = (e_plus - e_minus) / (2 * t**3)
    assert abs(exact - harm - c3) < 0.3 * abs(exact - harm)
    cubic.append(c3)

# S is the mean number of quanta of a displaced ground-state packet
k = np.argmax(S0)
q = np.linspace(-14, 14, 4001)
shift = np.sqrt(w0[k]) * dq0[k]
packet = np.pi**-0.25 * np.exp(-(q - shift) ** 2 / 2)
prob = []
for n in range(31):
    norm = np.sqrt(2.0**n * factorial(n) * np.sqrt(np.pi))
    level = eval_hermite(n, q) * np.exp(-q**2 / 2) / norm
    prob.append((np.sum(level * packet) * (q[1] - q[0])) ** 2)
mean_quanta = np.arange(31) @ np.array(prob)
assert abs(sum(prob) - 1) < 1e-8 and abs(mean_quanta - S0[k]) < 1e-7

# Deuteration changes S and omega but not the sum of products
wD, _, SD = huang_rhys(H0, M_D, d)
assert abs(SD @ wD - sum0) < 1e-5 * sum0
assert SD.sum() > S0.sum() * 1.001

# Torsion of the cation: Hessian against a slightly twisted structure
u = np.zeros((6, 3))
rp = Rp.reshape(6, 3)
u[:, 2] = rp[:, 1] * np.sign(rp[:, 0]) * np.radians(2.0) / 2
u = u.ravel()
k_tors = u @ Hp @ u
w2_tors = k_tors / (M_H * (u @ u))
small = run_hf(1, twist(Rp, 2.0)).e_tot - Epp
assert abs(small - k_tors / 2) < 0.05 * abs(k_tors / 2) + 1e-7
scan = [(a, run_hf(0, twist(Rp, a)).e_tot - E0p,
         run_hf(1, twist(Rp, a)).e_tot - Epp) for a in (10, 20, 30)]

print("Level: RHF/UHF, 6-31G*, planar D2h structures")
print(f"1 hartree = {MEV:.3f} meV")
for name, (a, b, c) in (("neutral", p0), ("cation", pp)):
    print(f"{name}: CC = {2*a*ANG:.4f} angstrom,",
          f"CH = {np.hypot(b-a, c)*ANG:.4f} angstrom,",
          f"HCH = {2*np.degrees(np.arctan2(c, b-a)):.2f} deg")
print(f"cation <S^2> at R+ = {mfpp.spin_square()[0]:.4f} (hbar^2)")
print(f"E0(R0) = {E00:.7f} hartree")
print(f"E0(R+) = {E0p:.7f} hartree")
print(f"E+(R+) = {Epp:.7f} hartree")
print(f"E+(R0) = {Ep0:.7f} hartree")
print(f"four-point lambda0 (neutral surface) = {lam0*MEV:.2f} meV")
print(f"four-point lambda+ (cation surface) = {lamp*MEV:.2f} meV")
print(f"four-point lambda = {lam*MEV:.2f} meV = {lam*MEV/1000:.4f} eV")
for name, ws, ss in (("neutral", w0, S0), ("cation", wp, Sp),
                     ("neutral C2D4", wD, SD)):
    for i, (w, s) in enumerate(zip(ws, ss), 1):
        print(f"{name} mode {i}: energy = {w*MEV:.2f} meV,",
              f"S = {s:.5f}, product = {s*w*MEV:.2f} meV")
    print(f"{name}: sum of S = {ss.sum():.4f},",
          f"sum of products = {ss@ws*MEV:.2f} meV")
total = sum0 + sump
print(f"Huang-Rhys sum, both molecules = {total*MEV:.2f} meV",
      f"= {total*MEV/1000:.4f} eV")
print(f"twice the neutral sum = {2*sum0*MEV:.2f} meV")
print(f"Huang-Rhys minus four-point = {(total-lam)*MEV:.2f} meV",
      f"= {100*(total-lam)/lam:.2f} percent of lambda")
for name, c3, harm, exact in (("neutral", cubic[0], sum0, lam0),
                              ("cation", cubic[1], sump, lamp)):
    print(f"{name}: four-point minus harmonic = {(exact-harm)*MEV:.2f} meV,",
          f"cubic term = {c3*MEV:.2f} meV")
print(f"harmonic plus cubic, total = {(total+sum(cubic))*MEV:.2f} meV")
print(f"mean quanta by quadrature, neutral mode {k+1} = {mean_quanta:.5f}")
kind = "real" if w2_tors > 0 else "imaginary"
print(f"cation torsion: {kind}, size {np.sqrt(abs(w2_tors))*MEV:.2f} meV")
for angle, de0, dep in scan:
    print(f"twist {angle} deg at R+: neutral {de0*MEV:.2f} meV,",
          f"cation {dep*MEV:.2f} meV, lambda change {(de0-dep)*MEV:.2f} meV")
print("ALL CHECKS PASSED")
```

Output:

```
Level: RHF/UHF, 6-31G*, planar D2h structures
1 hartree = 27211.386 meV
neutral: CC = 1.3173 angstrom, CH = 1.0759 angstrom, HCH = 116.40 deg
cation: CC = 1.4029 angstrom, CH = 1.0756 angstrom, HCH = 118.49 deg
cation <S^2> at R+ = 0.7539 (hbar^2)
E0(R0) = -78.0313610 hartree
E0(R+) = -78.0230512 hartree
E+(R+) = -77.7119768 hartree
E+(R0) = -77.7038841 hartree
four-point lambda0 (neutral surface) = 226.12 meV
four-point lambda+ (cation surface) = 220.22 meV
four-point lambda = 446.34 meV = 0.4463 eV
neutral mode 1: energy = 185.57 meV, S = 0.38874, product = 72.14 meV
neutral mode 2: energy = 230.29 meV, S = 0.80894, product = 186.29 meV
neutral mode 3: energy = 414.40 meV, S = 0.00911, product = 3.77 meV
neutral: sum of S = 1.2068, sum of products = 262.21 meV
cation mode 1: energy = 171.02 meV, S = 0.71368, product = 122.05 meV
cation mode 2: energy = 212.50 meV, S = 0.30727, product = 65.30 meV
cation mode 3: energy = 415.88 meV, S = 0.00428, product = 1.78 meV
cation: sum of S = 1.0252, sum of products = 189.13 meV
neutral C2D4 mode 1: energy = 135.32 meV, S = 0.13025, product = 17.62 meV
neutral C2D4 mode 2: energy = 212.54 meV, S = 0.99752, product = 212.01 meV
neutral C2D4 mode 3: energy = 308.14 meV, S = 0.10571, product = 32.57 meV
neutral C2D4: sum of S = 1.2335, sum of products = 262.21 meV
Huang-Rhys sum, both molecules = 451.34 meV = 0.4513 eV
twice the neutral sum = 524.42 meV
Huang-Rhys minus four-point = 5.00 meV = 1.12 percent of lambda
neutral: four-point minus harmonic = -36.09 meV, cubic term = -39.82 meV
cation: four-point minus harmonic = 31.09 meV, cubic term = 28.11 meV
harmonic plus cubic, total = 439.62 meV
mean quanta by quadrature, neutral mode 2 = 0.80894
cation torsion: real, size 51.39 meV
twist 10 deg at R+: neutral 58.59 meV, cation 8.69 meV, lambda change 49.90 meV
twist 20 deg at R+: neutral 234.08 meV, cation 39.23 meV, lambda change 194.85 meV
twist 30 deg at R+: neutral 525.60 meV, cation 102.90 meV, lambda change 422.71 meV
ALL CHECKS PASSED
```
